# Casimir's relativistic hyperfine factor from zero-energy Bessel waves

In a screened model atom with the nuclear charge of caesium, passing from the Schrödinger to the Dirac equation moves the 6s energy from −0.133 to −0.143 hartree, a change of about 8%. The radial integral that fixes its magnetic hyperfine splitting grows from 8.23 to 13.14 atomic units, a factor of 1.60. An electron bound by a seventh of a hartree is slow over most of its orbit, so the large factor must come from close to the nucleus, where the potential energy is thousands of hartree. There the binding energy can be dropped, and the Dirac equation is solved by Bessel functions.

## The integral to be compared

Atomic units are used, with \(c=1/\alpha\), and \(\varepsilon\) is the energy without the rest energy. The nucleus is a point charge \(Z\) with a point magnetic dipole \(\boldsymbol\mu\). Its vector potential is proportional to \(\boldsymbol\mu\times\mathbf r/r^3\), so the Dirac coupling \(c\,\boldsymbol\alpha\cdot\mathbf A\) contains

\[
\frac{\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf r)}{r^3}=\boldsymbol\mu\cdot\frac{\mathbf r\times\boldsymbol\alpha}{r^3}. \tag{1}
\]

For a central potential \(V(r)\) we write

\[
\psi=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa m}\end{pmatrix},\qquad
\Omega_{-\kappa m}=-\sigma_r\Omega_{\kappa m},\qquad |\kappa|=j+\tfrac12, \tag{2}
\]

where \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) and \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}\). Thus \(\kappa=-1\) is s\(_{1/2}\), \(\kappa=1\) is p\(_{1/2}\) and \(\kappa=-2\) is p\(_{3/2}\).

The matrix \(\boldsymbol\alpha\) joins the upper to the lower component. From \(\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikl}\sigma_l\) we have \(\boldsymbol\sigma\sigma_r=\hat{\mathbf r}+i\,\hat{\mathbf r}\times\boldsymbol\sigma\), hence

\[
(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma).
\]

With the minus sign in (2), \(\langle\Omega_\kappa|(\hat{\mathbf r}\times\boldsymbol\sigma)_z|\Omega_{-\kappa}\rangle=i\langle\sigma_z-\hat r_z\sigma_r\rangle\), the last average being taken in \(\Omega_{\kappa m}\). The factor \(i\) of the lower component turns this into \(-\langle\sigma_z-\hat r_z\sigma_r\rangle\), and the conjugate term doubles it.

The average follows by projecting the vector on \(\mathbf J=\mathbf L+\boldsymbol\sigma/2\). Since \(\hat{\mathbf r}\cdot\mathbf L=0\),

\[
(\boldsymbol\sigma-\hat{\mathbf r}\sigma_r)\cdot\mathbf J=\boldsymbol\sigma\cdot\mathbf L+\tfrac32-\tfrac12\sigma_r^2=\boldsymbol\sigma\cdot\mathbf L+1\;\to\;-\kappa .
\]

Therefore \(\langle\sigma_z-\hat r_z\sigma_r\rangle=-\kappa m/[j(j+1)]\), and

\[
\Big\langle\frac{(\mathbf r\times\boldsymbol\alpha)_z}{r^3}\Big\rangle=\frac{2\kappa m}{j(j+1)}\,R,\qquad R=\int_0^\infty\frac{PQ}{r^2}\,dr. \tag{3}
\]

The angular factor contains neither \(c\) nor \(Z\). The relativistic change of the splitting is the change of \(R\).

## The wave near the nucleus

We use \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). Acting on \((P/r)\Omega_\kappa\) it gives \((i/r)(P'+\kappa P/r)\Omega_{-\kappa}\), and similarly for \(Q\). The Dirac equation becomes

\[
P'+\frac{\kappa}{r}P=\Big(2c+\frac{\varepsilon-V}{c}\Big)Q,\qquad
Q'-\frac{\kappa}{r}Q=-\frac{\varepsilon-V}{c}P. \tag{4}
\]

Close to the nucleus we set \(V=-Z/r\) and \(\varepsilon=0\). The rest energy stays, as the term \(2c\). With \(a=Z/c=\alpha Z\) and \(D=r\,d/dr\), multiplying (4) by \(r\) gives

\[
(D+\kappa)P=(2cr+a)Q,\qquad (D-\kappa)Q=-aP. \tag{5}
\]

Apply \(D+\kappa\) to the second equation and insert the first. Because \(ac=Z\),

\[
(D^2-\kappa^2)Q=-a(2cr+a)Q\;\Rightarrow\; D^2Q+(2Zr-\gamma^2)Q=0,\qquad \gamma=\sqrt{\kappa^2-a^2}. \tag{6}
\]

Now let \(x=\sqrt{8Zr}\) and \(\theta=x\,d/dx\). Then \(D=\theta/2\), and four times (6) is Bessel's equation of order \(2\gamma\), \(\theta^2Q+(x^2-4\gamma^2)Q=0\). The second solution behaves as \(r^{-\gamma}\) and is not normalizable at the origin when \(\gamma\ge\frac12\). We keep the regular one and obtain \(P\) from (5):

\[
Q=Na\,J_{2\gamma}(x),\qquad P=N\Big[\kappa J_{2\gamma}(x)-\frac x2J'_{2\gamma}(x)\Big]. \tag{7}
\]

## The hyperfine integral

Since \(r=x^2/8Z\), we have \(dr/r^2=16Z\,x^{-3}dx\), and

\[
R=16N^2aZ\int_0^\infty\Big[\kappa J^2-\frac x2JJ'\Big]\frac{dx}{x^3},\qquad J\equiv J_{2\gamma}. \tag{8}
\]

In the second term, integration by parts gives \(\int JJ'x^{-2}dx=[J^2/2x^2]+\int J^2x^{-3}dx\). The bracket vanishes at infinity, and at the origin if \(4\gamma>2\). Under this condition

\[
R=16N^2aZ\,(\kappa-\tfrac12)\,I,\qquad I=\int_0^\infty J_{2\gamma}^2\,\frac{dx}{x^3}. \tag{9}
\]

To find \(I\), put \(\nu=2\gamma>1\) and start from the simpler integral \(M_0=\int J_\nu^2\,dx/x\). Differentiating \(\theta^2J+(x^2-\nu^2)J=0\) with respect to \(\nu\), and writing \(\dot J=\partial J/\partial\nu\), we get \(\theta^2\dot J+(x^2-\nu^2)\dot J=2\nu J\). Multiply this by \(J\), and subtract the original equation multiplied by \(\dot J\):

\[
\theta\big(J\,\theta\dot J-\dot J\,\theta J\big)=2\nu J^2. \tag{10}
\]

Dividing by \(x\) and integrating shows that \(2\nu M_0\) is the change of the bracket from \(0\) to \(\infty\). It vanishes at the origin. At large \(x\), \(J\simeq\sqrt{2/\pi x}\cos\varphi\) with \(\varphi=x-\nu\pi/2-\pi/4\), so \(\dot J\simeq(\pi/2)\sqrt{2/\pi x}\sin\varphi\). The bracket tends to \(x\,(2/\pi x)(\pi/2)(\cos^2\varphi+\sin^2\varphi)=1\). Hence \(M_0=1/(2\nu)\).

Two identities connect \(M_0\) with \(M=\int J^2x^{-3}dx\) and \(K=\int(\theta J)^2x^{-3}dx\). For a function \(f\) with vanishing boundary terms, \(\int x^{-3}\theta f\,dx=\int x^{-2}f'dx=2\int x^{-3}f\,dx\).

First take \(f=(\theta J)^2\). Bessel's equation gives \(\theta f=2\,\theta J\,\theta^2J=(\nu^2-x^2)\,\theta(J^2)\). The integral of \(x^{-3}\theta f\) is then \(2K\) on one side. On the other it is \(2\nu^2M-\int(J^2)'dx=2\nu^2M\), because \(J\) vanishes at both ends. So \(K=\nu^2M\).

Next, \(\theta^2(J^2)=2(\theta J)^2+2(\nu^2-x^2)J^2\). Integrating with \(x^{-3}\), and using the rule for \(f\) twice on the left, gives

\[
4M=2K+2\nu^2M-2M_0=4\nu^2M-2M_0\;\Rightarrow\; M=\frac{M_0}{2(\nu^2-1)}=\frac1{4\nu(\nu^2-1)}. \tag{11}
\]

With \(\nu=2\gamma\), \(I=1/[8\gamma(4\gamma^2-1)]\), and (9) becomes

\[
R=\frac{2N^2aZ(\kappa-\frac12)}{\gamma(4\gamma^2-1)}. \tag{12}
\]

## The Schrödinger limit and the meaning of equal N

Let \(c\to\infty\) at fixed \(Z\) and \(N\). Then \(\gamma\to|\kappa|\), and since \(ca=Z\),

\[
cR\;\to\;\frac{2N^2Z^2(\kappa-\frac12)}{|\kappa|(4\kappa^2-1)}. \tag{13}
\]

This can be checked within Schrödinger theory. For \(c\to\infty\), (4) gives \(Q=(P'+\kappa P/r)/2c\), so

\[
cR=\frac14\Big[\frac{P^2}{r^2}\Big]_0^\infty+\frac{\kappa+1}2\int_0^\infty\frac{P^2}{r^3}dr. \tag{14}
\]

For an s state the second term is absent: the integral is taken from a cutoff radius that then goes to zero, and \(\kappa+1=0\). What remains is the contact term \(-\frac14(P/r)^2_{r=0}\). The zero-energy Schrödinger wave is \(P=N(x/2)J_{2l+1}(x)\) up to a sign, as follows from (7) at \(\gamma=|\kappa|\). For \(\kappa=l\), \(xJ'_\nu=\nu J_\nu-xJ_{\nu+1}\) with \(\nu=2l\) gives \(+N(x/2)J_{2l+1}\). For \(\kappa=-l-1\), \(xJ'_\nu=-\nu J_\nu+xJ_{\nu-1}\) with \(\nu=2l+2\) gives \(-N(x/2)J_{2l+1}\). For \(l=0\) it starts as \(Nx^2/4=2NZr\), so \(cR=-N^2Z^2\), which is (13) at \(\kappa=-1\). For \(l>0\) the boundary term vanishes, and (11) with \(\nu=2l+1\) gives

\[
cR=\frac{\kappa+1}{2}\,32N^2Z^2\int_0^\infty J_{2l+1}^2\frac{dx}{x^3}=\frac{(\kappa+1)N^2Z^2}{l(l+1)(2l+1)}.
\]

This equals (13) both for \(\kappa=l\) and for \(\kappa=-l-1\).

A ratio of (12) to (13) has physical content if equal \(N\) means something outside the relativistic region. At large \(x\), (7) gives

\[
P\simeq N\sqrt{\frac{x}{2\pi}}\,\sin\!\Big(x-\gamma\pi-\frac\pi4\Big),\qquad \frac{|Q|}{|P|}\sim\frac{2a}{x}\;\text{(ratio of envelopes)}. \tag{15}
\]

The envelope of \(P\) does not contain \(\gamma\), and the small component dies away. Relativity leaves a phase shift in the outer wave, but no change of amplitude for given \(N\). Equal \(N\) therefore means equal outer amplitude, and

\[
F=\frac{R_{\rm Dirac}}{R_{\rm Schr}}=\frac{|\kappa|(4\kappa^2-1)}{\gamma(4\gamma^2-1)}=\frac{4j(j+\frac12)(j+1)}{\gamma(4\gamma^2-1)}, \tag{16}
\]

where \(4\kappa^2-1=(2|\kappa|-1)(2|\kappa|+1)=2j(2j+2)\). This is Casimir's factor. The sign of \(\kappa\) has cancelled, so s\(_{1/2}\) and p\(_{1/2}\) electrons have the same \(F\).

For small \(a\), \(\gamma\simeq|\kappa|-a^2/2|\kappa|\), and to leading order

\[
F\simeq1+a^2\Big[\frac1{2\kappa^2}+\frac4{4\kappa^2-1}\Big], \tag{17}
\]

which is \(1+\frac{11}6a^2\) for \(j=\frac12\). In the opposite direction \(F\) diverges as \(\gamma\to\frac12\). Near the origin \(PQ/r^2\propto r^{2\gamma-2}\), which is integrable if \(2\gamma>1\). For \(j=\frac12\) this requires \(\alpha Z<\sqrt3/2\), or \(Z<118.7\). The divergence belongs to the point nucleus: a nucleus of finite size cuts off both the singular potential and the dipole field.

## Caesium 6s

For \(Z=55\), \(a=0.40135\). With \(j=\frac12\), \(\gamma=\sqrt{1-a^2}=0.91592\) and \(4\gamma^2-1=2.35566\). The numerator of (16) is \(4\cdot\frac12\cdot1\cdot\frac32=3\), so

\[
F=\frac{3}{0.91592\times2.35566}=1.390 .
\]

The leading-order form (17) would give 1.295, so higher powers of \(\alpha Z\) matter here. For \(j=\frac32\) the factor is 1.067: the bracket in (17) falls from \(\frac{11}6\) to \(\frac18+\frac4{15}=0.39\). By (7) both components now start as \(r^{\gamma}\) with \(\gamma\) close to 2 rather than 1, so \(PQ/r^2\propto r^{2\gamma-2}\) vanishes at the nucleus. Direct quadrature of the Dirac and Schrödinger integrals reproduces these values for s\(_{1/2}\), p\(_{1/2}\) and p\(_{3/2}\).

The zero-energy wave also shows where the Dirac integral is collected. About 27% of the s integral comes from \(r<0.1/Z\), and 96% from \(r<1/Z\), which is 0.018 bohr. At \(r=1/Z\) the nuclear attraction is \(Z^2=3025\) hartree, against which the 6s binding energy is negligible. Screening is less negligible. In the model potential used below it removes 8% of \(Z/r\) at that radius. It acts in both theories, so this figure alone does not say how much of it survives in the ratio (16).

## From the factor to the whole change

The 1.60 of the opening compares normalized states, whose outer amplitudes need not be equal. The amplitude follows from semiclassical normalization. Write \(P=A\,p^{-1/2}\sin(\dots)\), with \(p=\sqrt{2(\varepsilon-V)}\) in the outer region. Averaging the squared sine gives \(1\simeq\frac12A^2\int dr/p\). The quantization rule \(\int p\,dr=\pi(n+\text{const})\), differentiated with respect to \(\varepsilon\), gives \(\int dr/p=\pi/(d\varepsilon/dn)\). Hence \(A^2=(2/\pi)\,d\varepsilon/dn\).

We join this wave to (15), assuming a region where \(x\) is large but \(V\) is still close to \(-Z/r\). There \(p=\sqrt{2Z/r}\), so \(xp=4Z\) and \(N\sqrt{x/2\pi}=N\sqrt{2Z/\pi}\,p^{-1/2}\). Comparing amplitudes,

\[
N^2=\frac1Z\frac{d\varepsilon}{dn},\qquad T\equiv c|R|=Z F\,\frac{d\varepsilon}{dn}\quad(\text{s states}), \tag{18}
\]

with \(F=1\) in Schrödinger theory. For hydrogen-like ions in that theory, \(d\varepsilon/dn=Z^2/n^3\) and (18) gives \(T=Z^3/n^3\). By (14) this means \((P/r)^2_0=4Z^3/n^3\), the known s density at the nucleus. In this approximation the full relativistic change is \(F\) times the ratio of the level spacings \(d\varepsilon/dn\). In the screened atom used below, the assumed joining region is not well separated: at \(x=5\) the potential is already 22% weaker than \(-Z/r\). For that atom (18) has to be tested against full solutions.

The neglect of \(\varepsilon\) and the semiclassical normalization can be examined together, apart from screening, in hydrogen-like ions with \(Z=55\). Numerical Dirac solutions give \(T/(ZF\,d\varepsilon/dn)=0.944\) for 1s, 0.986 for 2s and 0.9985 for 6s. The formula overestimates the strongly bound 1s integral by about 6%, and its error shrinks as the binding weakens.

For the screened atom we take

\[
V(r)=-\frac1r\Big[1+\frac{54}{H(e^{r/d}-1)+1}\Big],\qquad H=4.5,\quad d=0.9\ \text{bohr}.
\]

These are round parameters for a caesium-like atom, and the results depend on them: changing \(H\) by \(\pm0.3\) or \(d\) by \(\pm0.05\) bohr moves the ratio 1.60 between 1.54 and 1.64. The potential is local and the same in both theories, so self-consistent changes of the core are left out. The spacing comes from the quantum defect \(\mu=n-n^*\), where \(n^*=(-2\varepsilon)^{-1/2}\). From \(n=n^*(\varepsilon)+\mu(\varepsilon)\) we get \(dn/d\varepsilon=n^{*3}+\mu'(\varepsilon)\), with \(\mu'\) taken from a cubic through the levels 6s to 9s. This end-point slope is not fully converged: a polynomial through 6s to 11s changes the spacings below to 0.1478 and 0.1679 hartree and the quotients in the last row to 1.012 and 1.024.

| 6s state | Schrödinger | Dirac |
|---|---:|---:|
| \(d\varepsilon/dn\) (hartree) | 0.1477 | 0.1676 |
| \(T\) from the full solution (a.u.) | 8.23 | 13.14 |
| \(T/(ZF\,d\varepsilon/dn)\) | 1.013 | 1.025 |

In the Dirac case (18) predicts \(55\times1.390\times0.1676=12.8\), against 13.14 from the full solution. The spacings have the ratio 1.13, so the predicted total change is \(1.390\times1.135=1.58\), while the full solutions give 1.60. Dividing 1.597 by the spacing ratio leaves 1.408, which is 1.2 to 1.3% above Casimir's factor, depending on how many levels are used for \(\mu'\). The calculation does not identify the source of this remainder.

The change of spacing also comes from the inner region, but from a wider part of it than \(F\). The relativistic phase approaches its limit only as \(2a^2/x\). With relativity kept only inside \(r=1/Z\), about half of the rise of the 6s quantum defect appears, and about 90% with relativity kept inside \(3/Z\). By (15) the Dirac wave leaves the nucleus with its phase advanced by \((1-\gamma)\pi\) relative to the Schrödinger wave, which in an unscreened Coulomb field raises the quantum defect at threshold by \(1-\gamma=0.084\). The computed 6s defects are 4.130 and 4.061, a rise of 0.069, of the same sign but smaller: the Coulomb value does not carry over to the screened atom, not even for levels near zero energy, where the rise settles at 0.062. The electron is bound more tightly, its level spacing grows, and by (18) so does its amplitude near the nucleus.

The value 1.39 is therefore the local part of the relativistic correction. It is the factor to apply to a nonrelativistic estimate whose outer amplitude is already right, for instance one that takes \(d\varepsilon/dn\) from true energy levels. Applied to a Schrödinger wavefunction with its own normalization, it gives \(8.23\times1.390=11.4\) in this model, and the full Dirac value 13.14 is 15% larger than that, mostly through the spacing ratio 1.13. A quantitative hyperfine constant for caesium also needs the finite nucleus and its spread of magnetism, core polarization, electron correlation and QED corrections, none of which is contained in (16). The numerical output below gives the values to more digits.

## Numbers as computed

```
Z = 55, alpha*Z = 0.40135
gamma (j=1/2) = 0.91592
4 gamma^2 - 1 = 2.35566
Casimir factor F, caesium s1/2 = 1.3904
Casimir factor F, j=3/2 = 1.0666
Bessel integral I by quadrature = 0.057935
Bessel integral I by formula = 0.057935
Dirac/Schroedinger by quadrature, s1/2 = 1.3904
Dirac/Schroedinger by quadrature, p1/2 = 1.3904
Dirac/Schroedinger by quadrature, p3/2 = 1.0666
outer envelope |P|/sqrt(x), Dirac = 0.3989
outer envelope |P|/sqrt(x), Schroedinger = 0.3989
largest Z with 2 gamma > 1 (j=1/2) = 118.7
share of s integral inside r = 0.1/Z: 0.270
share of s integral inside r = 1.0/Z: 0.956
hydrogen-like Z=55, 1s: T/(Z F de/dn) = 0.9439
hydrogen-like Z=55, 2s: T/(Z F de/dn) = 0.9858
hydrogen-like Z=55, 6s: T/(Z F de/dn) = 0.9985
model potential: H = 4.5, d = 0.9 bohr
screening share of Z/r at r = 1/Z: 0.083
Dirac 6s energy = -0.14296 hartree
Dirac 6s quantum defect = 4.1299
Dirac 6s de/dn = 0.16757 hartree
Dirac 6s T = 13.1385 a.u.
Dirac 6s T/(Z factor de/dn) = 1.0253
Schroedinger 6s energy = -0.13293 hartree
Schroedinger 6s quantum defect = 4.0606
Schroedinger 6s de/dn = 0.14770 hartree
Schroedinger 6s T = 8.2260 a.u.
Schroedinger 6s T/(Z factor de/dn) = 1.0126
full Dirac/Schroedinger ratio of T = 1.5972
ratio of level spacings = 1.1345
full ratio / spacing ratio = 1.4078
```
